# Fan-Migdal and Debye-Waller self-energies and rigid translation of a crystal: a numerical check

```python
# Fan-Migdal (FM) self-energy from the phonon part of W, and Debye-Waller (DW) term.
# Tested: W = W_e + W_e D W_e;  FM weight (n+1-f)/(Delta-Om) + (n+f)/(Delta+Om);
# DW operator Lam/2 = eps^-1 [ d2Vext/2 + w n2 ], n2 = density induced by the static FM term;
# curvature K = F + <Lam/2>, F = sum_m |A_mn|^2/Delta, vanishes for a rigid translation.
# Model: 1D Hartree chain, lattice a, interaction w(x)=U exp(-x^2/2 s^2), point nuclei Z, mass M,
# 2 electrons/cell, phonons Om0|sin(qa/2)|. A = screened dV/du, Delta = e_n - e_m,
# n Bose, f Fermi, p momentum, D = de/dstrain. Atomic units inside, eV and angstrom printed.
import numpy as np
from scipy import constants as sc

HA = sc.physical_constants['Hartree energy in eV'][0]
B = sc.physical_constants['Bohr radius'][0]*1e10
AMU = sc.atomic_mass/sc.m_e
KB = sc.k/sc.e/HA
a, U, s, Z, M, Om0 = 3.0/B, 10.0/HA, 0.5/B, 2.0, 20.0*AMU, 0.05/HA
NG, NK = 7, 16
CURV = HA/B**2
wt = lambda Q: U*s*np.sqrt(2*np.pi)*np.exp(-0.5*(Q*s)**2)
fm_w = lambda d, Om, nb, f: (nb+1-f)/(d-Om) + (nb+f)/(d+Om)
bose = lambda Om, T: 0.0 if T == 0 else 1/np.expm1(Om/(KB*T))
omega = lambda q: Om0*abs(np.sin(q*a/2))
print(f"a = {a*B:.2f} A, U = {U*HA:.2f} eV, sigma = {s*B:.2f} A, Z = {Z:.0f}")
print(f"M = {M/AMU:.1f} u, Omega0 = {Om0*HA:.3f} eV, plane waves {2*NG+1}, k points {NK}")

# frequency sum by brute force (eV)
T, Om, ep = 0.3, 0.5, 0.2
nu = 2*np.pi*T*np.arange(-200000, 200001)
iw = 3j*np.pi*T
brute = -T*np.sum((-2*Om/(nu**2+Om**2))/(iw-1j*nu-ep))
form = fm_w(iw-ep, Om, 1/np.expm1(Om/T), 1/(np.exp(ep/T)+1))
assert abs(brute-form) < 1e-9
print(f"Matsubara sum {brute:.6f}, formula {form:.6f} 1/eV")

# exact diagonalization: 3 spinless levels (lowest filled) and one boson (eV)
sz, sm, I2 = np.diag([1., -1.]), np.array([[0., 1.], [0., 0.]]), np.eye(2)
k3 = lambda x, y, z: np.kron(np.kron(x, y), z)
cs = [k3(sm, I2, I2), k3(sz, sm, I2), k3(sz, sz, sm)]
lev, Ob, nbos = np.array([-1.0, 0.8, 2.0]), 0.3, 14
g0 = np.array([[0, .05, .04], [.05, 0, .03], [.04, .03, 0]])
bb = np.diag(np.sqrt(np.arange(1, nbos)), 1)
def ed(lam):
    h = sum(lev[i]*cs[i].T@cs[i] for i in range(3))
    gc = sum(lam*g0[i, j]*cs[i].T@cs[j] for i in range(3) for j in range(3))
    H = np.kron(h, np.eye(nbos)) + np.kron(np.eye(8), Ob*bb.T@bb) + np.kron(gc, bb+bb.T)
    num = np.repeat(np.rint(np.diag(sum(c.T@c for c in cs))), nbos)
    E = [np.linalg.eigvalsh(H[np.ix_(num == n, num == n)])[0] for n in range(3)]
    ex = np.array([E[1]-E[0]-lev[0], E[2]-E[1]-lev[1]])
    f = np.array([1., 0., 0.])
    fm = np.array([np.sum((lam*g0[:, n])**2*fm_w(lev[n]-lev, Ob, 0, f)) for n in (0, 1)])
    return ex, fm
ex1, fm1 = ed(1.0); ex2, fm2 = ed(0.5)
assert np.all(abs(ex1-fm1) < 0.02*abs(fm1)) and np.all(abs(ex2-fm2) < abs(ex1-fm1)/10)
print(f"3-level removal shift: exact {ex1[0]:.6f}, FM {fm1[0]:.6f} eV")
print(f"3-level addition shift: exact {ex1[1]:.6f}, FM {fm1[1]:.6f} eV")

# electron bound harmonically to a trapped nucleus: normal modes against FM + DW
w0, Ot = 5.0/HA, 0.001/HA
Kh = np.array([[w0**2, -w0**2/np.sqrt(M)], [-w0**2/np.sqrt(M), Ot**2+w0**2/M]])
exact = 0.5*(np.sum(np.sqrt(np.linalg.eigvalsh(Kh)))-w0-Ot)
fmh = (w0**4/(2*w0))*fm_w(-w0, Ot, 0, 0)/(2*M*Ot)
dwh = 0.5*w0**2/(2*M*Ot)
assert abs(fmh+dwh-exact) < 1e-3*exact and abs(exact-w0/(4*M)) < 1e-3*exact
print(f"trap w0 = {w0*HA:.1f} eV, Omega = {Ot*HA:.3f} eV: FM {fmh*HA:.6f}, DW {dwh*HA:.6f} eV")
print(f"trap FM+DW {(fmh+dwh)*HA:.4e}, exact {exact*HA:.4e}, recoil {w0/(4*M)*HA:.4e} eV")

def scf(L, alat, disp, nk):
    m = np.arange(-L*NG, L*NG+1); g = 2*np.pi/(L*alat)
    Q = g*np.arange(-2*L*NG, 2*L*NG+1); ix = m[:, None]-m[None, :]+2*L*NG
    pos = alat*np.arange(L)+disp
    vext = -Z*wt(Q)*np.exp(-1j*np.outer(Q, pos)).sum(1)/(L*alat)
    ks = g*(np.arange(nk)-nk//2)/nk
    V = 0.7*vext
    for it in range(500):
        rho = 0
        for k in ks:
            c = np.linalg.eigh(np.diag(0.5*(k+g*m)**2)+V[ix])[1][:, :L]
            rho = rho + c@c.conj().T
        n = (np.bincount(ix.ravel(), rho.real.ravel())
             + 1j*np.bincount(ix.ravel(), rho.imag.ravel()))*2/(nk*L*alat)
        r = vext+wt(Q)*n-V
        V = V+0.4*r
        if abs(r).max() < 1e-12:
            break
    assert abs(r).max() < 1e-12
    return V, n, ks, (lambda k: np.linalg.eigvalsh(np.diag(0.5*(k+g*m)**2)+V[ix]))

mm = np.arange(-NG, NG+1); Gp = 2*np.pi/a*mm; nb_ = len(mm)
Gd = 2*np.pi/a*np.arange(-2*NG, 2*NG+1); nd = len(Gd)
idx = mm[:, None]-mm[None, :]+2*NG
S = np.array([(idx == i)*1.0 for i in range(nd)])
occ = np.zeros(nb_); occ[0] = 1
ham = lambda k, V: np.diag(0.5*(k+Gp)**2)+V[idx]
def chi0(st, stq, z=0.0):
    chi = 0
    df = occ[None, :]-occ[:, None]
    for (e, c), (eq, cq) in zip(st, stq):
        Mx = (cq.conj().T@S@c).reshape(nd, -1)
        den = np.where(df != 0, z-eq[:, None]+e[None, :], 1.0)
        chi = chi + (Mx.conj()*(df/den).ravel())@Mx.T
    return chi*2/(len(st)*a)
epsinv = lambda q, chi: np.linalg.inv(np.eye(nd)-wt(q+Gd)[:, None]*chi)
lam_ext = Z*Gd**2*wt(Gd)/a

# phonon part of W: one-cell ring, nucleus on a spring, coupled oscillators diagonalized
V1, n1, _, _ = scf(1, a, np.zeros(1), 1)
Ur = np.zeros((nb_, nb_), complex); Ur[NG, 0] = 1
for j in range(1, NG+1):
    Ur[NG+j, 2*j-1] = Ur[NG-j, 2*j-1] = 1/np.sqrt(2)
    Ur[NG+j, 2*j] = -1j/np.sqrt(2); Ur[NG-j, 2*j] = 1j/np.sqrt(2)
er, vr = np.linalg.eigh((Ur.conj().T@ham(0.0, V1)@Ur).real); cr = Ur@vr
dl = er[1:]-er[0]
rho_e = 2*np.sqrt(dl)[:, None]*np.einsum('gij,ia,j->ag', S, cr[:, 1:], cr[:, 0].conj())/a
rho_y = 1j*Z*Gd/(a*np.sqrt(M))
rho = np.vstack([rho_e, rho_y])
K = a*((rho.conj()*wt(Gd))@rho.T).real
K[:-1, :-1] += np.diag(dl**2)
K[-1, -1] = Om0**2 + a*np.sum(n1.conj()*lam_ext).real/M
k2, kv = np.linalg.eigh(K)
assert abs(np.sqrt(k2[0])/Om0-1) < 1e-4
print(f"ring: bare {np.sqrt(K[-1,-1])*HA:.5f}, dressed {np.sqrt(k2[0])*HA:.6f}, spring {Om0*HA:.3f} eV")
st1 = [np.linalg.eigh(ham(0.0, V1))]
g_st = epsinv(0.0, chi0(st1, st1))@(wt(Gd)*rho_y)
for z in (0.7j*Om0, 0.5j):
    resp = (kv/(z**2-k2))@kv.T
    Wtot = np.diag(wt(Gd)) + a*wt(Gd)[:, None]*(rho.T@resp@rho.conj())*wt(Gd)[None, :]
    ei = epsinv(0.0, chi0(st1, st1, z)); gz = ei@(wt(Gd)*rho_y)
    Wph = Wtot - ei*wt(Gd)[None, :]; sc_ = abs(Wph).max()
    e_dyn = abs(Wph - a*resp[-1, -1]*np.outer(gz, gz.conj())).max()/sc_
    e_st = abs(Wph - a*np.outer(g_st, g_st.conj())/(z**2-Om0**2)).max()/sc_
    assert e_dyn < 1e-4
    assert (e_st < 1e-3) if abs(z) < 0.01 else (e_st > 1e-2)
    print(f"W_ph at i*{abs(z)*HA:.3f} eV: rel. error exact form {e_dyn:.1e}, static pole {e_st:.1e}")

# the chain
V, dens, ks, eig = scf(1, a, np.zeros(1), NK)
st = [np.linalg.eigh(ham(k, V)) for k in ks]
ei0 = epsinv(0.0, chi0(st, st))
X = np.pi/a; eX, cX = np.linalg.eigh(ham(X, V))
def divdiff(x, y):
    t = np.zeros((nb_, nb_, nb_)); xe, ye = x[1:], y[1:]
    t[0, 1:, 1:] = 1/np.outer(x[0]-ye, x[0]-xe)
    t[1:, 0, 1:] = 1/np.outer(y[0]-xe, y[0]-xe)
    t[1:, 1:, 0] = 1/np.outer(x[0]-xe, x[0]-ye)
    t[0, 0, 1:] = t[1:, 0, 0] = -1/((xe-x[0])*(xe-y[0]))
    t[0, 1:, 0] = -1/(ye-x[0])**2
    return t
expect = lambda op: np.array([(cX[:, n].conj()@op[idx]@cX[:, n]).real for n in (0, 1)])
def mode(q):
    stq = [np.linalg.eigh(ham(k+q, V)) for k in ks]
    dV = epsinv(q, chi0(st, stq))@(1j*Z*(q+Gd)*wt(q+Gd)/a)
    r2 = 0
    for (e, c), (eq, cq) in zip(st, stq):
        A = cq.conj().T@dV[idx]@c
        p1 = np.einsum('ca,cb,acb->ab', A.conj(), A, divdiff(e, eq))
        p2 = np.einsum('ac,bc,acb->ab', A, A.conj(), divdiff(eq, e))
        r2 = r2 + 0.5*(c@p1@c.conj().T + cq@p2@cq.conj().T)
    n2 = np.einsum('gij,ij->g', S, r2)*2/(NK*a)
    half = ei0@(0.5*lam_ext+wt(Gd)*n2)
    eq, cq = np.linalg.eigh(ham(X+q, V))
    return cq.conj().T@dV[idx]@cX[:, :2], eX[None, :2]-eq[:, None], half
intra = np.eye(nb_, 2) > 0
two = lambda name, v, unit, d=5: print(f"{name}: VBM {v[0]:.{d}f}, CBM {v[1]:.{d}f} {unit}")
two("band edges", eX[:2]*HA, "eV"); print(f"gap = {(eX[1]-eX[0])*HA:.5f} eV")

# rigid translation
A0, d0, half0 = mode(0.0)
p = (cX.conj().T@np.diag(X+Gp)@cX)[:, :2]
assert abs(A0+1j*d0*p).max() < 1e-9 and abs(half0+0.5*Gd**2*V).max() < 1e-9
ds = np.where(intra, 1.0, d0); w2 = np.where(intra, 0, abs(A0)**2)
F0, DW0, DWn = (w2/ds).sum(0), expect(half0), expect(ei0@(0.5*lam_ext))
assert abs(F0+DW0).max() < 1e-9 and abs(F0).min()*CURV > 0.1
assert (abs(F0+DWn)/abs(F0)).max() > 1e-2
two("F(0)", F0*CURV, "eV/A^2"); two("<Lam/2>(0)", DW0*CURV, "eV/A^2")
print(f"|p_01| = {abs(p[0,1])/B:.5f} 1/A, max |K(0)| = {abs(F0+DW0).max()*CURV:.0e} eV/A^2")
two("DW without induced density", DWn*CURV, "eV/A^2")
two("K(0) without induced density", (F0+DWn)*CURV, "eV/A^2")
Os = 1e-5; p2 = np.where(intra, 0, abs(p)**2)
rest = ((w2*fm_w(ds, Os, 0, occ[:, None])).sum(0)+DW0)/(2*M*Os)
recoil = ((1-2*occ)[:, None]*p2).sum(0)/(2*M)
assert np.all(abs(rest-recoil) < 1e-3*p2.sum(0)/(2*M))
two("q=0 remainder (cell mass)", rest*HA, "eV", 7); two("recoil formula", recoil*HA, "eV", 7)

# frozen phonon in a 4-cell supercell
qf = np.pi/(2*a); Af, dfz, hf = mode(qf)
Ff, DWf = (abs(Af)**2/dfz).sum(0), expect(hf)
edge = lambda u: scf(4, a, u*np.sqrt(2)*np.cos(qf*a*np.arange(4)), NK//4)[3](0.0)[3:5]
e0, u = edge(0.0), 0.02
Kfd = (4*(edge(u)-e0)/u**2-(edge(2*u)-e0)/(4*u**2))/3
assert np.all(abs(Kfd-Ff-DWf) < 1e-4*(abs(Ff)+abs(DWf)))
two("q=pi/2a F", Ff*CURV, "eV/A^2"); two("q=pi/2a <Lam/2>", DWf*CURV, "eV/A^2")
two("q=pi/2a K", (Ff+DWf)*CURV, "eV/A^2"); two("frozen phonon K", Kfd*CURV, "eV/A^2")

# small q at the band edges
h = 1e-3
strain = lambda x: scf(1, a*(1+x), np.zeros(1), NK)[3](np.pi/(a*(1+x)))[:2]
Dp = (strain(h)-strain(-h))/(2*h)
hq = 2e-3; mst = hq**2/(eig(X+hq)[:2]+eig(X-hq)[:2]-2*eX[:2])
def small(q):
    A, d, hl = mode(q); w = abs(A)**2; dn, wn = d[[0, 1], [0, 1]], w[[0, 1], [0, 1]]
    return np.sqrt(wn)/q, wn/dn, wn*dn/(dn**2-omega(q)**2), np.where(intra, 0, w/d).sum(0)+expect(hl)
sa, sb, s1, s2 = small(1e-4), small(5e-5), small(4e-3), small(2e-3)
assert np.allclose(sa[0], abs(Dp), rtol=1e-3) and np.allclose(sa[1], -2*mst*Dp**2, rtol=3e-3)
assert np.allclose(sa[2]/sb[2], 4, rtol=0.02) and np.allclose(s1[3]/s2[3], 4, rtol=0.02)
two("D from strain", Dp*HA, "eV"); two("|A_nn|/q", sa[0]*HA, "eV"); two("m*", mst, "m_e")
two("static intraband q->0", sa[1]*CURV, "eV/A^2"); two("-2 m* D^2", -2*mst*Dp**2*CURV, "eV/A^2")
two("halving q, dynamic intraband ratio", sa[2]/sb[2], "", 3)
two("halving q, interband+DW ratio", s1[3]/s2[3], "", 3)

def parts(md, q, T):
    A, d, hl = md; Oq = omega(q); nq = bose(Oq, T); pre = 1/(2*M*Oq)
    t = abs(A)**2*fm_w(d, Oq, nq, occ[:, None])*pre
    return np.array([np.where(intra, 0, t).sum(0), (2*nq+1)*pre*expect(hl),
                     np.where(intra, t, 0).sum(0), (2*nq+1)*pre*DW0, (2*nq+1)*pre*np.ones(2)])
res = {}
for N in (8, 32, 128):
    qs = 2*np.pi*(np.arange(N//2)+0.5)/(N*a); mds = [mode(q) for q in qs]
    for T in (0, 300):
        res[N, T] = sum(parts(md, q, T) for md, q in zip(mds, qs))*2/N
for T in (0, 300):
    for N in (8, 32, 128):
        r = res[N, T]
        print(f"T={T} K N={N}: <u2> {r[4,0]*B**2:.5f} A^2")
        for n, nm in enumerate(("VBM", "CBM")):
            print(f"  {nm} FM inter {r[0,n]*HA:.5f}, DW {r[1,n]*HA:.5f}, sum {(r[0,n]+r[1,n])*HA:.5f} eV")
    pred = F0*np.log(4)/(np.pi*M*Om0) if T == 0 else F0*KB*T*96/(M*Om0**2)
    dr = res[128, T]-res[32, T]
    assert np.allclose(dr[0], pred, rtol=0.02) and np.all(abs(dr[0]+dr[1]) < 0.02*abs(pred))
    two(f"T={T} K predicted FM growth N=32->128", pred*HA, "eV")

# converged zero-point shifts, Gauss-Legendre in ln q
def zpr(npt):
    x, w = np.polynomial.legendre.leggauss(npt); lo, hi = np.log(1e-5*X), np.log(X)
    tot = 0
    for xi, wi in zip(x, w):
        q = np.exp(0.5*(hi+lo)+0.5*(hi-lo)*xi); r = parts(mode(q), q, 0)
        tot = tot + 0.5*(hi-lo)*wi*q/X*np.array([r[0]+r[1], r[2], r[3]-r[1]])
    return tot
z1, z2 = zpr(40), zpr(60)
assert abs(z1-z2).max() < 1e-3*abs(z2).max()
assert abs(z2[0]-res[128, 0][0]-res[128, 0][1]).max() < 5e-3*abs(z2).max()
two("T=0 interband FM + DW", z2[0]*HA, "eV"); two("T=0 intraband FM", z2[1]*HA, "eV")
tot = z2[0]+z2[1]; two("T=0 total shift", tot*HA, "eV")
two("rigid-ion DW minus full DW", z2[2]*HA, "eV")
print(f"zero-point gap shift = {(tot[1]-tot[0])*HA:.5f} eV = {tot[1]-tot[0]:.4e} hartree")
print("checks complete")
```

It prints:

```
a = 3.00 A, U = 10.00 eV, sigma = 0.50 A, Z = 2
M = 20.0 u, Omega0 = 0.050 eV, plane waves 15, k points 16
Matsubara sum -0.052497-0.497884j, formula -0.052497-0.497884j 1/eV
3-level removal shift: exact -0.001684, FM -0.001675 eV
3-level addition shift: exact 0.000594, FM 0.000590 eV
trap w0 = 5.0 eV, Omega = 0.001 eV: FM -0.171397, DW 0.171431 eV
trap FM+DW 3.4279e-05, exact 3.4279e-05, recoil 3.4286e-05 eV
ring: bare 0.09914, dressed 0.050000, spring 0.050 eV
W_ph at i*0.035 eV: rel. error exact form 2.3e-12, static pole 1.7e-06
W_ph at i*13.606 eV: rel. error exact form 6.2e-10, static pole 2.4e-01
band edges: VBM 1.02734, CBM 6.82456 eV
gap = 5.79722 eV
F(0): VBM -8.95543, CBM 6.11054 eV/A^2
<Lam/2>(0): VBM 8.95543, CBM -6.11054 eV/A^2
|p_01| = 1.06015 1/A, max |K(0)| = 2e-13 eV/A^2
DW without induced density: VBM 9.91500, CBM -6.79738 eV/A^2
K(0) without induced density: VBM 0.95957, CBM -0.68684 eV/A^2
q=0 remainder (cell mass): VBM 0.0001241, CBM -0.0001164 eV
recoil formula: VBM 0.0001241, CBM -0.0001164 eV
q=pi/2a F: VBM -4.54122, CBM 1.74027 eV/A^2
q=pi/2a <Lam/2>: VBM 9.72589, CBM -6.67120 eV/A^2
q=pi/2a K: VBM 5.18467, CBM -4.93093 eV/A^2
frozen phonon K: VBM 5.18467, CBM -4.93093 eV/A^2
D from strain: VBM -7.51544, CBM -9.91117 eV
|A_nn|/q: VBM 7.51542, CBM 9.91116 eV
m*: VBM -0.50490, CBM 0.25317 m_e
static intraband q->0: VBM 7.48469, CBM -6.52721 eV/A^2
-2 m* D^2: VBM 7.48504, CBM -6.52736 eV/A^2
halving q, dynamic intraband ratio: VBM 4.001, CBM 4.004 
halving q, interband+DW ratio: VBM 3.999, CBM 3.999 
T=0 K N=8: <u2> 0.00478 A^2
  VBM FM inter -0.03722, DW 0.04474, sum 0.00752 eV
  CBM FM inter 0.02336, DW -0.03062, sum -0.00726 eV
T=0 K N=32: <u2> 0.00662 A^2
  VBM FM inter -0.05382, DW 0.06123, sum 0.00741 eV
  CBM FM inter 0.03472, DW -0.04187, sum -0.00714 eV
T=0 K N=128: <u2> 0.00847 A^2
  VBM FM inter -0.07034, DW 0.07775, sum 0.00740 eV
  CBM FM inter 0.04600, DW -0.05314, sum -0.00714 eV
T=0 K predicted FM growth N=32->128: VBM -0.01652, CBM 0.01127 eV
T=300 K N=8: <u2> 0.01794 A^2
  VBM FM inter -0.14794, DW 0.16474, sum 0.01680 eV
  CBM FM inter 0.09638, DW -0.11259, sum -0.01621 eV
T=300 K N=32: <u2> 0.06982 A^2
  VBM FM inter -0.61247, DW 0.62927, sum 0.01680 eV
  CBM FM inter 0.41335, DW -0.42955, sum -0.01621 eV
T=300 K N=128: <u2> 0.27730 A^2
  VBM FM inter -2.47059, DW 2.48740, sum 0.01680 eV
  CBM FM inter 1.68120, DW -1.69740, sum -0.01621 eV
T=300 K predicted FM growth N=32->128: VBM -1.85812, CBM 1.26785 eV
T=0 interband FM + DW: VBM 0.00740, CBM -0.00714 eV
T=0 intraband FM: VBM 0.03595, CBM -0.03761 eV
T=0 total shift: VBM 0.04335, CBM -0.04475 eV
rigid-ion DW minus full DW: VBM -0.00191, CBM 0.00139 eV
zero-point gap shift = -0.08810 eV = -3.2376e-03 hartree
checks complete
```
